# Discontinuous Glass Transition for the Quadratic Mode-Coupling Memory

## 1. The question

A molecule in a dense, cold liquid rattles in a cage formed by its neighbours. The liquid relaxes when the cages open, and a cage opens when the neighbours move, which are themselves caged. A correlation function of the structure therefore falls in two steps: a fast partial decay inside the cage, then a slow decay as the cages dissolve. If the cages never open, part of the correlation survives for all time. The liquid is then nonergodic: a time average retains a memory of the initial arrangement.

Mode-coupling theory expresses this feedback by letting the friction on a density fluctuation depend on the correlations of the fluctuations themselves. A common schematic form keeps one correlator and a memory proportional to its square. The question is how the surviving part sets in as the coupling grows: smoothly from zero, or with a jump.

## 2. The model

Let $\phi(t)$ be the equilibrium correlator, normalized to $\phi(0)=1$. For overdamped motion with microscopic time $\tau>0$,

$$
\tau\phi'(t)+\phi(t)+\int_0^t m(t-s)\,\phi'(s)\,ds=0,\qquad m=v\phi^2,
\tag{1}
$$

with coupling $v>0$. The natural unit of time is $\tau$. The quantity sought is $f=\lim_{t\to\infty}\phi(t)$, the nonergodicity parameter. The result is

$$
f=0\quad(v<4),\qquad f=\tfrac12\left[1+\sqrt{1-4/v}\right]\quad(v\ge4).
\tag{2}
$$

At $v=4$ the limit jumps from $0$ to $\tfrac12$. The proof has three parts: the limit exists, it satisfies an algebraic equation, and it is the largest root of that equation.

It pays to treat at once the memory

$$
m=F(\phi)=v_1\phi+v_2\phi^2,\qquad v_1,v_2\ge0,
$$

because this form appears when a frozen part is subtracted.

## 3. The correlator decreases and stays positive

Put $u=-\phi'$. Equation (1) becomes

$$
\phi(t)=\tau u(t)+\int_0^t m(t-s)\,u(s)\,ds .
\tag{3}
$$

At $t=0$ the integral vanishes, so $u(0)=1/\tau>0$. Differentiate (3). The left side gives $-u$; the integral gives a boundary term $m(0)u(t)$ and a term with $m'$. Hence

$$
\tau u'(t)=-[1+m(0)]\,u(t)+\int_0^t[-m'(t-s)]\,u(s)\,ds .
\tag{4}
$$

By the chain rule $-m'=F'(\phi)\,u$, with $F'(\phi)=v_1+2v_2\phi$. This is nonnegative as long as $\phi$ and $u$ are.

Suppose that $u$ or $\phi$ reaches zero, and let $t_*$ be the first such time. On $[0,t_*]$ both are nonnegative, so the integral in (4) is nonnegative and $\tau u'\ge-[1+m(0)]u$. Integration gives

$$
u(t_*)\ge\frac1\tau\,e^{-[1+m(0)]t_*/\tau}>0 .
$$

Equation (3) then gives $\phi(t_*)\ge\tau u(t_*)>0$. Neither function vanishes at $t_*$, a contradiction. Therefore $\phi>0$ and $\phi'<0$ at all times.

The same bounds secure the solution itself. Equation (4), with $\phi=1-\int_0^t u\,ds$, has a locally Lipschitz right side, so a unique solution exists for a short time. Equation (3) gives $0<u\le\phi/\tau\le1/\tau$. The solution cannot blow up and continues to all times.

A decreasing function bounded below has a limit, so $f$ exists and $0\le f\le1$. The argument uses the overdamped form. With inertia the correlator can oscillate, and this proof no longer applies.

## 4. The equation for the limit

Since $u=-\phi'$,

$$
\int_0^\infty u(s)\,ds=\phi(0)-\phi(\infty)=1-f .
$$

A nonnegative function with a finite integral cannot stay above a positive constant at all late times. There is thus a sequence $t_n\to\infty$ with $u(t_n)\to0$. Take (3) along this sequence. For fixed $s$, $m(t_n-s)\to F(f)$, and the integrand is bounded by $m(0)u(s)$, which is integrable. Dominated convergence allows the limit under the integral:

$$
f=(1-f)\,F(f).
\tag{5}
$$

The value $f=1$ would give $1=0$ and is excluded. For the quadratic memory,

$$
f=v f^2(1-f).
\tag{6}
$$

One root is $f=0$. For $f\ne0$, division by $f$ gives

$$
v f(1-f)=1\quad\Longrightarrow\quad f^2-f+\frac1v=0
\quad\Longrightarrow\quad f_\pm=\tfrac12\left[1\pm\sqrt{1-4/v}\right].
\tag{7}
$$

The product $f(1-f)$ is at most $\tfrac14$, reached at $f=\tfrac12$. A nonzero root therefore needs $v\ge4$. Below $4$ the limit must be zero, which proves the first half of (2).

Above $4$ the matter is still open. Equation (6) admits $0$, $f_-$ and $f_+$, and a liquid that relaxes completely would satisfy it too. The dynamics must decide.

## 5. The dynamics selects the largest root

Let $g$ be either nonzero root and split off a constant:

$$
\phi(t)=g+(1-g)\,\psi(t),\qquad \psi(0)=1 .
$$

Then $\phi'=(1-g)\psi'$, and the memory is

$$
m=vg^2+2vg(1-g)\psi+v(1-g)^2\psi^2 .
$$

Insert this into (1). The constant part of the memory contributes

$$
(1-g)\,vg^2\int_0^t\psi'(s)\,ds=(1-g)\,vg^2\,[\psi(t)-1]=g\,[\psi(t)-1],
$$

where the last step uses (6). Together with the term $\phi$ of (1) this gives

$$
g+(1-g)\psi+g\psi-g=\psi .
$$

The constants cancel, and what remains is

$$
(1-g)\tau\,\psi'+\psi+\int_0^t\tilde m(t-s)\,\psi'(s)\,ds=0,
\tag{8}
$$

$$
\tilde m=2vg(1-g)^2\,\psi+v(1-g)^3\,\psi^2 .
$$

This is the original type of equation, with a shorter microscopic time and nonnegative coefficients. Section 3 applies to it and gives $\psi(t)>0$, that is,

$$
\phi(t)>g\quad\text{for all }t .
\tag{9}
$$

Choose $g=f_+$. The correlator never falls below $f_+$, so its limit is at least $f_+$. The limit is also a root of (6), and $f_+$ is the largest. Hence $f=f_+$, which completes (2). In physical terms, a cage of strength $vf_+^2$ holds back just the correlation $f_+$ that is needed to sustain it, and a decay that starts from $\phi=1$ meets this self-consistent state first.

With $vg(1-g)=1$ the coefficients simplify to $2(1-g)$ and $(1-g)^2/g$. For $v=5$ and $g=0.7236$ they are $0.553$ and $0.106$; for $g=0.2764$ they are $1.447$ and $1.894$. Equation (8) was solved numerically in both cases, and $g+(1-g)\psi$ was compared with the solution of (1) at six times up to $9\tau$. The largest difference was $5\times10^{-6}$.

## 6. The jump and its neighbourhood

At $v=4$ the two nonzero roots merge at $f=\tfrac12$, and this value is attained at the transition. Write $v=4(1+\varepsilon)$. For $\varepsilon\ge0$,

$$
1-\frac4v=\frac{\varepsilon}{1+\varepsilon},\qquad
f=\frac12+\frac12\sqrt{\frac{\varepsilon}{1+\varepsilon}}\simeq\frac12+\frac{\sqrt\varepsilon}{2}.
$$

The frozen part starts at one half and rises from there with infinite slope. For strong coupling, $\sqrt{1-4/v}\simeq1-2/v$ gives $f\simeq1-1/v$: the cage becomes rigid and little correlation is lost.

Numerical solutions of (1), followed to $t=10^{12}\tau$, agree with this:

| $v$ | $\phi(10^{12}\tau)$ | largest root |
|---|---|---|
| 3.999 | 0.0000 | 0.0000 |
| 4.001 | 0.5079 | 0.5079 |
| 4.100 | 0.5781 | 0.5781 |
| 5.000 | 0.7236 | 0.7236 |

A change of $0.002$ in the coupling moves the final value by one half. The transition can also be located without formula (7). Starting from the interval $3<v<5$, one halves it repeatedly and asks each time whether $\phi$ at $10^{12}\tau$ lies above $0.25$. Twelve halvings leave a width of $2/2^{12}\approx0.0005$, and the search ends at $v=3.9998$.

## 7. The plateau below the transition

For $v<4$ the limit is zero, yet the value $\tfrac12$ is already visible. On a finite time interval the solution depends continuously on $v$, because the right side of (4) does so and the solutions obey the uniform bounds of Section 3.

At $v=4$ the correlator falls towards $\tfrac12$ from above. Choose a small $\eta$ and a time $t_1$ after which $\phi$ at $v=4$ lies within $\eta$ of $\tfrac12$. Choose any later time $T$. For $v$ close enough to $4$, the two solutions differ by less than $\eta$ up to $T$. The correlator at this $v$ is then within $2\eta$ of $\tfrac12$ throughout $[t_1,T]$. Since $T$ was arbitrary, the time spent near $\tfrac12$ grows without bound as $v\to4$ from below, although the correlator finally decays to zero. The limits $t\to\infty$ and $v\to4^-$ do not commute: the first taken first gives $0$, the second taken first gives $\tfrac12$.

The times at which $\phi$ passes three levels show the plateau, in units of $\tau$:

| $-\varepsilon$ | $\phi=0.55$ | $\phi=0.50$ | $\phi=0.45$ |
|---|---|---|---|
| $10^{-2}$ | 31 | $2.17\times10^2$ | $9.07\times10^2$ |
| $10^{-3}$ | 51 | $4.00\times10^3$ | $5.22\times10^4$ |
| $10^{-4}$ | 55 | $7.36\times10^4$ | $3.05\times10^6$ |
| $10^{-5}$ | 55 | $1.36\times10^6$ | $1.78\times10^8$ |

The first column settles at a finite value, as continuity in $v$ requires: at $v=4$ the level $0.55$ is crossed at a finite time. The other two grow without bound. At $\varepsilon=-10^{-5}$ the correlator stays within $0.05$ of one half from $55\tau$ to $1.8\times10^8\tau$, more than six decades.

## 8. How slowly the plateau is approached

The next result rests on leading-order matching and is not a rigorous proof. Define the Laplace transform $L[h](z)=\int_0^\infty e^{-zt}h(t)\,dt$, and let $X=zL[\phi]$. Then $L[\phi']=X-1$, and the convolution in (1) becomes a product. After multiplication by $z$,

$$
z(\tau+L[m])(X-1)+X=0
\quad\Longrightarrow\quad
\frac{1}{1-X}=1+z\tau+zL[m].
\tag{10}
$$

Near the plateau write $\phi=(1+\psi)/2$ and $\Psi=zL[\psi]$, so that $1-X=(1-\Psi)/2$. With $v/4=1+\varepsilon$ the memory is $m=(1+\varepsilon)(1+2\psi+\psi^2)$, and (10) reads

$$
\frac{2}{1-\Psi}=1+z\tau+(1+\varepsilon)\left(1+2\Psi+zL[\psi^2]\right).
$$

Expand the left side as $2+2\Psi+2\Psi^2+\dots$. The terms $2+2\Psi$ cancel against the right side. This cancellation is the mark of the double root, and it makes the motion slow. To leading order in small $\psi$, $\varepsilon$ and $z$,

$$
\Psi^2-\tfrac12\,zL[\psi^2]=\tfrac12\,\varepsilon .
\tag{11}
$$

At the transition, $\varepsilon=0$, try $\psi=A(t/\tau)^{-a}$ with $0<a<\tfrac12$. From $L[t^{-a}]=\Gamma(1-a)z^{a-1}$,

$$
\Psi^2=A^2\Gamma(1-a)^2(z\tau)^{2a},\qquad
zL[\psi^2]=A^2\Gamma(1-2a)(z\tau)^{2a}.
$$

Both carry the same power of $z$, and the amplitude drops out:

$$
\frac{\Gamma(1-a)^2}{\Gamma(1-2a)}=\frac12\quad\Longrightarrow\quad a=0.395 .
$$

The neglected term $z\tau$ is small against $(z\tau)^{2a}$ because $2a<1$. The numerical solution at $v=4$ has $\phi-\tfrac12=0.00262$ at $10^5\tau$ and $0.00042$ at $10^7\tau$. The slope between these times, taken from the unrounded values, gives $a=0.395$ as well.

Away from the transition, (11) is solved by the scaling form $\psi=\sqrt{|\varepsilon|}\,G(t/t_\varepsilon)$, since each term is then proportional to $|\varepsilon|$. At times short against $t_\varepsilon$ this must join the critical decay, whose amplitude does not depend on $\varepsilon$ to leading order. With $G(x)\propto x^{-a}$ at small $x$, the product $\sqrt{|\varepsilon|}\,t_\varepsilon^{\,a}$ must be constant, so

$$
t_\varepsilon\propto\tau\,|\varepsilon|^{-1/(2a)},\qquad \frac1{2a}=1.265 .
$$

For $\varepsilon<0$ the correlator crosses $\tfrac12$ where $G=0$, at a fixed multiple of $t_\varepsilon$. The last two rows of the table in Section 7 test this law: the ratio $1.356\times10^6/7.36\times10^4=18.4$ for one decade in $\varepsilon$ gives the power $\log_{10}18.4=1.265$.

## 9. Is one half universal?

No: the height depends on the form of the memory, and one half is the value for the purely quadratic one. Add a linear term, $m=v_1\phi+v_2\phi^2$ with $0\le v_1<1$. Equation (5), divided by $f(1-f)$, gives for a nonzero limit

$$
\frac1{1-f}=v_1+v_2f
\quad\Longrightarrow\quad
v_2=\frac1f\left[\frac1{1-f}-v_1\right].
\tag{12}
$$

The right side diverges at both ends of $0<f<1$. Its minimum is the threshold, since no nonzero root exists for smaller $v_2$. Setting the derivative to zero gives

$$
\frac{f}{(1-f)^2}=\frac1{1-f}-v_1
\quad\Longrightarrow\quad
v_1=\frac{1-2f}{(1-f)^2},\qquad v_2=\frac1{(1-f)^2}.
$$

The expression for $v_1$ has derivative $-2f/(1-f)^3<0$, so there is one stationary point. The subtraction of Section 5 works here too: expanding $F(g+(1-g)\psi)$ yields nonnegative coefficients, and the constant is removed by (5). The largest root is again selected.

For $v_1=0$ one recovers $f=\tfrac12$ and $v_2=4$. For $v_1=0.5$ the condition becomes $f^2+2f-1=0$, so $f=\sqrt2-1=0.414$ and $v_2=2.914$. The plateau is lower by 17 % of its former height. The exponent of Section 8 changes as well: the constant $\tfrac12$ in the Gamma-function equation becomes $1-f=0.586$, which gives $a=0.369$ and $1/(2a)=1.355$. The values $0.395$ and $1.265$ belong to the purely quadratic memory. As $v_1\to1$ the jump shrinks to zero and the transition becomes continuous.

## 10. An example with temperatures

Take a molecular glass former in the regime of salol, with a critical temperature $T_c=260$ K and a microscopic time $\tau=1$ ps, both rough. The coupling must grow on cooling; the simplest choice is $v=4T_c/T$. It is a modelling assumption. It turns (2) into

$$
f=\tfrac12\left[1+\sqrt{1-T/T_c}\right]\qquad(T\le T_c).
$$

**Above $T_c$.** At $T=265$ K, $v=4\times260/265=3.925$. The correlator decays to zero and passes $0.25$ after $1.86$ ns, nearly two thousand microscopic times.

**Below $T_c$.** At $T=255$ K, $v=4.078$ and $f=\tfrac12(1+\sqrt{5/260})=0.569$. In the model this part is frozen for ever.

Real liquids also relax by activated hopping over barriers, which (1) omits. To size it, replace $\phi'$ by $\phi'+\delta\phi$ in both the friction term and the memory integral, with a rough hopping time $1/\delta=100$ ns. The same $\delta$ is used at both temperatures, although an activated rate would fall on cooling. At 265 K the time to reach $0.25$ drops from $1.86$ to $1.56$ ns, by 16 % of the value without hopping. At 255 K it drops from infinity to $20$ ns. The frozen state has become a slowly relaxing one.

This $20$ ns is shorter than the hopping time, and a comparison shows why. Hold the memory fixed at $m=vf^2$, which by (6) equals $f/(1-f)$, and neglect $\tau$. The Laplace-transformed equation is

$$
\frac mz\left(zL[\phi]-1+\delta L[\phi]\right)+L[\phi]=0
\quad\Longrightarrow\quad
L[\phi]=\frac{1}{z(1+1/m)+\delta}=\frac{f}{z+f\delta},
$$

because $1+1/m=1/f$. Thus $\phi=f e^{-f\delta t}$, which reaches $0.25$ after $\ln(0.569/0.25)/0.569\times100\ \text{ns}\approx145$ ns. The full equation differs in that the memory decays along with the correlator. At 255 K this loosening of the cage shortens the time about sevenfold. The factor grows as $T_c$ is approached: it is about $3.6$ at 240 K and about $13$ at 259 K.

## 11. What carries over to real liquids

Supercooled molecular liquids do show a two-step decay, and they keep flowing below the temperature at which mode-coupling theory places its transition; the laboratory glass transition lies lower still. The sharp arrest of (2) is therefore not what is observed. In the example of Section 10, hopping removes the arrest: it turns an infinite time at 255 K into about 20 ns, a figure that inherits the roughness of the assumed hopping time and of the assumed $v(T)$. With $v=4(T_c/T)^2$ it becomes about 29 ns, and the $1.86$ ns at 265 K becomes $0.55$ ns, so these times illustrate the model and are not predictions for salol. The plateau height at the transition depends on the form of the memory: with the linear term of Section 9 it moves from $0.50$ to $0.41$ at $v_1=0.5$, and towards zero as $v_1\to1$. In a real liquid it also depends on the length scale probed and on the quantity measured, such as density or dipole orientation, which a single correlator cannot represent.

Equation (1) further assumes equilibrium, so that correlations depend on time differences alone. A liquid quenched into a nonergodic state ages: its correlations depend on the waiting time since the quench as well. Equation (2) locates the border of that regime within the model, but describing the ageing itself requires equations for two-time functions. The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
solver check, largest difference: 4.6e-06
v, phi at t = 1e12 tau, largest root:
  2.000  0.00000  0.00000
  3.900  0.00000  0.00000
  3.999  0.00000  0.00000
  4.001  0.50790  0.50790
  4.100  0.57809  0.57809
  5.000  0.72361  0.72361
transition from bisection: v = 3.9998
v = 5: root g, linear and quadratic coefficient, difference:
  0.2764  1.4472  1.8944  5.1e-06
  0.7236  0.5528  0.1056  5.1e-06
v = 4: phi - 1/2 at t = 1e5 tau: 0.00262
v = 4: phi - 1/2 at t = 1e7 tau: 0.00042
critical exponent a: theory 0.3953, dynamics 0.3951
-eps, times/tau at phi = 0.55, 0.50, 0.45, 0.25:
  1e-02  3.143e+01  2.170e+02  9.073e+02  5.766e+03
  1e-03  5.123e+01  3.998e+03  5.221e+04  3.428e+05
  1e-04  5.473e+01  7.365e+04  3.055e+06  2.010e+07
  1e-05  5.511e+01  1.356e+06  1.782e+08  1.172e+09
crossing-time power: theory 1.265, dynamics 1.265
linear coefficient v1, critical v2, plateau height:
  0.0  4.0000  0.5000
  0.5  2.9142  0.4142
Tc = 260 K, tau = 1 ps, hopping time = 100 ns
T = 265 K: v = 3.9245, frozen part = 0.0000
  time to phi = 0.25, no hopping: 1.860 ns
  time to phi = 0.25, with hopping: 1.564 ns
T = 255 K: v = 4.0784, frozen part = 0.5693
  time to phi = 0.25, no hopping: never reached
  time to phi = 0.25, with hopping: 20.363 ns
```
